# Finding the magnetic space group from site moments with controlled tolerances

## The question

A calculation or a diffraction refinement of an antiferromagnet delivers a list of atoms with a moment vector on each magnetic site. Suppose that two neighbouring moments are antiparallel apart from a tilt of about one degree. If the tilt is real, the crystal may carry a small net magnetization. If it is an unconverged remainder, a higher symmetry may forbid that magnetization. The magnetic space group can therefore depend on how closely two moments must agree to count as equal. A sound algorithm must test whether a given tolerance yields a group and also show ranges of tolerance in which a group is guaranteed.

The input is a lattice $T$ with basis vectors as the columns of $A$, fractional positions $x_i$, species labels, and moments $m_i$ in Bohr magnetons ($\mu_B$). Nonmagnetic sites have $m_i=0$. Positions are taken as already symmetrised, so the error analysis concerns moments alone. Moments rotate together with the lattice, as spin–orbit coupling requires; groups with separate spin rotations are not treated.

## How an operation acts on moments

Let $g=(R|t)$ send $r$ to $Rr+t$, with $R$ orthogonal, and let $s=+1$ or $-1$ mean without or with time reversal $\theta$. An operation with $s=-1$ is called primed. Current density is a polar vector that changes sign under $\theta$, so the transformed current is $j'(gr)=sRj(r)$.

Measured from its site, a current loop has a moment proportional to $\int\rho\times j\,d^3\rho$. Putting $\rho'=R\rho$, whose Jacobian has modulus one, gives

$$\int \rho'\times j'\,d^3\rho'=s\int (R\rho)\times(Rj)\,d^3\rho .$$

To take $R$ out of the product, use the determinant of three vectors:

$$[(Ra)\times(Rb)]\cdot Rc=\det(R)\,(a\times b)\cdot c=\det(R)\,[R(a\times b)]\cdot Rc .$$

The last equality holds because $R$ preserves scalar products. Since $c$ is arbitrary, $(Ra)\times(Rb)=\det(R)\,R(a\times b)$. Spin moments are likewise axial and odd under time reversal. The action on the whole list $m$ is therefore

$$(U_{g,s}m)_{g(i)}=s\det(R)\,R\,m_i , \tag{1}$$

where $g(i)$ is the site reached from site $i$, modulo $T$. The measure of disagreement is the residual

$$r(g,s)=\|U_{g,s}m-m\|,\qquad \|v\|=\max_i|v_i| . \tag{2}$$

A numerical test of (1) used the current field of Gaussian loops on the rutile model below. For each signed candidate, invariance of this polar field agreed with a vanishing residual, for both straight and canted moments.

## Candidates, and why the cell comes first

With exact moments, the magnetic group $M$ consists of all $(g,s)$ with $r=0$. Its unprimed translations form a lattice $T_D$. If $g\in M$ and $\tau\in T_D$, then

$$g\,(E|\tau)\,g^{-1}=(E|R\tau),$$

and the sign of the product is $s\cdot1\cdot s=+1$. Hence $R\tau\in T_D$: every magnetic operation preserves $T_D$. It need not preserve a coarser lattice used to describe the same structure. A search restricted to an oversized cell can therefore lose rotations.

The search proceeds as follows.

1. **Reduce the cell.** Find the unprimed translations with $r\le\varepsilon$. Use them to build a smaller cell, average the moments of sites that become equivalent, and repeat until no nontrivial unprimed translation is accepted. If the accepted translations do not form a lattice, change the tolerance.

2. **Find the lattice rotations.** In fractional coordinates $R=AWA^{-1}$ with integer $W$. With $G=A^TA$, the condition $R^TR=1$ becomes
$$A^{-T}W^TA^TA\,WA^{-1}=1\quad\Longleftrightarrow\quad W^TGW=G .$$
Column $k$ of $W$ is an integer vector $n$ with $|An|=|a_k|$, where $a_k$ is a basis vector. If $b_j$ is row $j$ of $A^{-1}$, then $n_j=b_j\cdot(An)$, so $|n_j|\le|b_j||a_k|$. The enumeration is finite.

3. **Find the translations.** Choose a reference site $x_0$ of the rarest species. An operation must send it to some site $x_j$ of that species, so $w=x_j-Wx_0$ modulo 1. Keep $(W|w)$ if it permutes the sites of every species.

4. **Filter.** Give each crystal operation both signs, forming the finite candidate group $K$ modulo $T$, and accept those with $r\le\varepsilon$.

5. **Check closure** with the multiplication table. Represent an operation by $W$, its site permutation and $s$; this avoids comparing rounded translations.

The nonmagnetic atoms matter in step 3 although they contribute nothing to (2): they limit the crystal operations offered to the filter.

## Family group, unitary subgroup and type

Let the accepted set $M$ be a group. Ignoring the signs gives the family group $F$. The operations accepted with $s=+1$ form the maximal unitary subgroup $D$.

If $\theta\in M$, multiplying a primed element by $\theta$ gives its unprimed partner, so $F=D$. If $\theta\notin M$, no $g$ can occur with both signs, since $(g,+1)^{-1}(g,-1)=\theta$. The sign is then a function on $F$. It is multiplicative, and its kernel is $D$, so $D$ has index 1 or 2 in $F$.

When the index is 2, restrict the sign to the translations $T_F$ of $F$. Its kernel is $T_D$, so either $T_F=T_D$ or $T_F$ contains $T_D$ with index 2. This gives four types:

- **Type I:** $F=D$ and $\theta\notin M$.
- **Type II:** $F=D$ and $\theta\in M$.
- **Type III:** $D$ has index 2 in $F$, and $T_F=T_D$.
- **Type IV:** $D$ has index 2 in $F$, and $T_D$ has index 2 in $T_F$.

In type IV some translation reverses the moments. For types III and IV, $M=D\cup(F\setminus D)\theta$, so the actual groups $F$ and $D$, in common axes, determine $M$. Finding its tabulated symbol requires a further change of axes and origin to a standard setting.

## Error analysis

### When the accepted set is a group

Each $U$ permutes sites and applies an orthogonal matrix, so $\|Uv\|=\|v\|$. Also $U_{ab}=U_aU_b$, where $a$ and $b$ now include their signs. Adding and subtracting $U_am$ gives

$$\begin{aligned}
r(ab)&=\|U_a(U_bm-m)+U_am-m\|\\
&\le\|U_bm-m\|+\|U_am-m\|=r(a)+r(b). 
\end{aligned}\tag{3}$$

For the inverse, $r(a^{-1})=\|U_a^{-1}(m-U_am)\|=r(a)$. Two accepted operations can thus have a product with residual up to $2\varepsilon$, which may be rejected. Suppose, however, that

$$\text{no candidate has } \varepsilon<r\le2\varepsilon . \tag{4}$$

Then the product, having $r\le2\varepsilon$, must have $r\le\varepsilon$. The identity and inverses are also accepted, so the set is a group. Condition (4) is sufficient but not necessary.

### What structure the group describes

The accepted operations need not leave the input moments strictly invariant. Define symmetrised moments by

$$\bar m=\frac1{|M|}\sum_{a\in M}U_am . \tag{5}$$

For $h\in M$, multiplication by $h$ merely reorders the sum, so $U_h\bar m=\bar m$. The change from the input is bounded by

$$\|\bar m-m\|=\left\|\frac1{|M|}\sum_{a\in M}(U_am-m)\right\|
\le\frac1{|M|}\sum_{a\in M}r(a)\le\varepsilon . \tag{6}$$

Symmetrisation could conceivably create further symmetry. Let $h\in K$ leave $\bar m$ invariant. Then

$$r(h)=\|U_h(m-\bar m)+\bar m-m\|\le2\|m-\bar m\|\le2\varepsilon .$$

Under (4) this implies $r(h)\le\varepsilon$, so $h$ was already accepted. Hence $M$ is the exact group of $\bar m$ within $K$.

The restriction to $K$ also disappears after cell reduction. All crystal translations preserve $T$, so they are in $K$, and no unprimed one outside $T$ was accepted. Thus $T$ is the full magnetic lattice of $\bar m$. Every magnetic operation preserves it and so belongs to $K$.

The bound (6) refers to the moments in the reduced cell. Each earlier averaging over a closed set of translations can add another change of at most $\varepsilon$, by the same argument.

### Errors in the moments

Let $m^0$ be the error-free moments and $\|m-m^0\|\le\delta$. With $r_0$ computed from $m^0$, the triangle inequality gives

$$|r(a)-r_0(a)|\le\|U_a(m-m^0)-(m-m^0)\|\le2\delta . \tag{7}$$

True operations have $r\le2\delta$. If $\Delta$ is the smallest nonzero value of $r_0$ in $K$, false operations have $r\ge\Delta-2\delta$. The true group is therefore recovered for every tolerance satisfying

$$2\delta\le\varepsilon<\Delta-2\delta . \tag{8}$$

Such a tolerance exists if $\Delta>4\delta$. The two criteria answer different questions. Condition (4) can be checked on the data and guarantees a consistent nearby structure. Condition (8) identifies the true structure, but needs an outside estimate of $\delta$ and a lower bound on $\Delta$.

### The limit of small moments

For time reversal, $U_\theta m=-m$, so

$$r(\theta)=2\max_i|m_i| . \tag{9}$$

A fixed absolute tolerance reports a nonmagnetic crystal, type II, once the largest moment falls to $\varepsilon/2$. Near a continuous magnetic transition, where the moments tend to zero, $\varepsilon$ must shrink with them if the ordered group is to be seen.

## A canted antiferromagnet

Take a rutile-type model with $a=9.0$ bohr, $c=6.0$ bohr and ligand parameter $u=0.3$. The magnetic sites are the corner and the body centre, with

$$m_1=(\eta,0,\mu),\quad m_2=(\eta,0,-\mu),\quad \mu=2.00\,\mu_B,\quad \eta=0.05\,\mu_B .$$

The tilt is $\eta/\mu=0.025$ rad, or about $1.4^\circ$. There are 16 crystal operations and 32 signed candidates.

**Zero residual.** Inversion keeps each magnetic site in place modulo $T$. Its matrix is $R=-1$, with $\det R=-1$, so the moments are unchanged. The unprimed screw $2_x=(x+\frac12,-y+\frac12,-z+\frac12)$ exchanges the sites and has $R=\mathrm{diag}(1,-1,-1)$. It sends $m_1$ to $(\eta,0,-\mu)=m_2$, and $m_2$ to $m_1$. With their product and the identity, these form a group $M_0$ of four operations.

**Primed fourfold screw.** The operation $(-y+\frac12,x+\frac12,z+\frac12)$ also exchanges the sites. Rotation takes $m_1$ to $(0,\eta,\mu)$, and time reversal makes this $(0,-\eta,-\mu)$. At site 2 the difference is

$$(0,-\eta,-\mu)-(\eta,0,-\mu)=(-\eta,-\eta,0).$$

In the other direction, $m_2$ becomes $(0,-\eta,\mu)$, which differs from $m_1$ by the same vector. Hence $r=\sqrt2\,\eta=0.0707\,\mu_B$.

**Unprimed twofold rotation.** The operation $(-x,-y,z)$ keeps the sites and turns each $\eta$ into $-\eta$. Hence $r=2\eta=0.100\,\mu_B$.

The other residuals follow without 32 separate calculations. If $h\in M_0$, then $U_{gh}m=U_gU_hm=U_gm$, so $r(gh)=r(g)$: residuals are constant on each coset $gM_0$. The identity, the primed fourfold screw, its inverse and the twofold rotation represent four cosets, giving 16 operations. The screw and its inverse have equal residuals. The counts are therefore 4 at zero, 8 at $\sqrt2\eta$ and 4 at $2\eta$.

Multiplying these representatives by $\theta$ gives the other 16 candidates:

- For the primed twofold rotation, $m_1$ becomes $(\eta,0,-\mu)$, so $r=2\mu=4.00000\,\mu_B$.
- For the unprimed fourfold screw, the difference at site 2 is $(-\eta,\eta,2\mu)$, so $r=\sqrt{2\eta^2+4\mu^2}=4.00062\,\mu_B$.
- For $\theta$, $r=2\sqrt{\eta^2+\mu^2}=4.00125\,\mu_B$.

These three levels have 4, 8 and 4 members. The numerical output shows the complete ladder.

### Choosing the tolerance

If the distinct residuals in increasing order are $r_k$, condition (4) holds in the interval

$$r_k\le\varepsilon<\tfrac12r_{k+1}, \tag{10}$$

whenever it is non-empty. Above the largest residual there is no upper limit. Here the windows are:

- $0\le\varepsilon<0.0354\,\mu_B$: type I with 4 operations;
- $0.100\le\varepsilon<2.00\,\mu_B$: type III with 16 operations;
- $\varepsilon\ge4.00125\,\mu_B$: type II with 32 operations.

The last window treats the entire moments as errors, and (5) then gives $\bar m=0$. No window begins at $0.0707\,\mu_B$, because the next residual, $0.100\,\mu_B$, is less than twice as large.

At $\varepsilon=0.08\,\mu_B$ the filter accepts 12 operations. These include the primed fourfold screw. Its square has rotation $\mathrm{diag}(-1,-1,1)$, sign $(-1)^2=+1$, and translation

$$(\tfrac12,\tfrac12,\tfrac12)+(-\tfrac12,\tfrac12,\tfrac12)=(0,1,1)\equiv(0,0,0).$$

This is the unprimed twofold rotation, whose residual $0.100\,\mu_B$ exceeds the tolerance. The accepted set is not a group, and assigning it a type would be meaningless.

By contrast, $\varepsilon=0.05\,\mu_B$ lies outside the windows but still selects the four operations of $M_0$, since the next residual is $0.0707\,\mu_B$. This illustrates why (4) is not a necessary condition.

### What the two readings mean

At $\varepsilon=0.15\,\mu_B$, the accepted group is that of the straight antiferromagnet. Its family group is $P4_2/mnm$ and its unitary subgroup is $Pnnm$. The fourfold screw survives with time reversal. Tests against groups built from generators confirmed both the accepted group and its unitary part.

Symmetrisation gives moments $(0,0,\pm2.00)\,\mu_B$. The change per site is $0.050\,\mu_B$, about 2.5% of the moment length. The sharper bound in (6) is

$$\frac{4(0)+8(0.0707)+4(0.100)}{16}=0.0604\,\mu_B ,$$

which is indeed larger than the actual change.

The net moment shows the physical consequence. It belongs to no site, so averaging its transformation over $M$ gives the projector

$$P=\frac1{|M|}\sum_{(g,s)\in M}s\det(R)\,R . \tag{11}$$

Its trace is the number of independent net components allowed by symmetry. For $M_0$, two terms equal the unit matrix and two equal $\mathrm{diag}(1,-1,-1)$. Thus $P=\mathrm{diag}(1,0,0)$, and one component, along $x$, is allowed. The cell has $2\eta=0.100\,\mu_B$ in that direction, or 0.050 atomic units. For the larger group, the unprimed $2_x$ forbids net components along $y$ and $z$, and the unprimed twofold rotation about $z$ forbids one along $x$. None remains.

The loose tolerance therefore sets the small net moment to zero. Closure cannot decide whether this is justified, since both groups are consistent. The decision must come from the accuracy of the moments.

This holds because the tilt chosen here breaks the symmetry of the straight state. The model does not describe ordinary weak ferromagnetism, where the group of the collinear arrangement already allows the tilt, as in rutile-type NiF$_2$ with its in-plane moments. For $m_1=(\mu,\eta,0)$ and $m_2=(-\mu,\eta,0)$ in the same crystal, the straight and canted states have the same group of 8 operations with one allowed net component. The smallest nonzero residual is then $2.90\,\mu_B$, and symmetrisation at $\varepsilon=0.15\,\mu_B$ keeps the net moment of $0.100\,\mu_B$. In that case the group says that a net moment is allowed, but not whether a computed tilt is real.

### How accurate must the moments be?

If the canting is real, $\Delta=\sqrt2\,\eta=0.0707\,\mu_B$. For errors up to $\delta=0.01\,\mu_B$, equation (8) gives

$$0.020\le\varepsilon<0.0507\,\mu_B .$$

With $\varepsilon=0.03\,\mu_B$, a numerical test found the correct four operations in all 200 random trials, as the bound guarantees.

For $\delta=0.03\,\mu_B$, $4\delta=0.12\,\mu_B$ exceeds $\Delta$, and no tolerance is guaranteed. At the same $\varepsilon$, 53 of 200 trials gave the wrong set. That fraction belongs to the chosen error distribution, with random directions and lengths uniform up to $\delta$; it is not a general failure rate. By (7), a true operation may now have a residual up to $0.06\,\mu_B$, while the lower bound for a false one falls to about $0.011\,\mu_B$. Both wrong rejection and wrong acceptance are compatible with these bounds.

In this model, condition (8) guarantees recovery of the canted group $M_0$ only if $\delta<\sqrt2\,\eta/4\approx0.35\,\eta$. For a tilt that lowers the symmetry, as here, the error must be compared with the tilt component, not with the much larger full moment.

There is also a limit in the other direction. For $\eta<\mu$, the type III window is $2\eta\le\varepsilon<\mu$, which is non-empty for $\eta<\mu/2$. As the canting grows to $\mu/2$ this window closes, and condition (4) no longer supports a description as a slightly distorted straight antiferromagnet.

## Other types and an oversized cell

**Type I does not require ferromagnetism.** Consider a cubic cell with magnetic sites at $(0,0,0)$, $(\frac12,0,\frac12)$, $(0,\frac12,\frac12)$ and $(\frac12,\frac12,0)$. Their moments point, in this order, along $n_i=(1,1,1)$, $(-1,-1,1)$, $(-1,1,-1)$ and $(1,-1,-1)$. Ligands at $x_i\pm0.4\,n_i$ in fractional coordinates reduce the crystal group to 24 operations. The order matters: with these ligands, the other assignments of the last three moments to the face centres keep only 4 or 6 operations. The moments sum to zero, yet all 24 operations are accepted without time reversal. Compensation of the moments alone therefore does not imply a primed operation.

**Type II** is obtained from the rutile model when all moments vanish. Each of its 16 crystal operations is accepted with both signs, giving 32 elements.

**Type IV** is illustrated by a simple cubic lattice whose nearest neighbours have opposite moments along $z$. A translation by one nearest-neighbour distance reverses every moment, so it is accepted with time reversal. The input was deliberately an oversized $2\times4\times2$ cell with 16 sites, and each moment had an error of at most $0.01\,\mu_B$.

Without reduction, the search finds 8 rotations, proper and improper. A fourfold rotation about $z$ exchanges the $x$ and $y$ directions, but the corresponding cell edges have lengths in the ratio $2:4$. It does not preserve the lattice supplied to the search, although it is a symmetry of the error-free magnetic structure.

Reduction gives a primitive magnetic cell with 2 sites and restores all 16 rotations. Modulo its lattice, $F$ has 32 operations and $D$ has 16; $F$ contains two translations and $D$ one. This establishes type IV. A closure check alone would not reveal the loss, because the operations preserving the oversized lattice also form a group.

## Reliability and practical use

The closure result was tested on random moments in the rutile model. In all 209 cases satisfying the gap condition, the accepted set was closed and agreed with the exact group of the symmetrised moments. This count includes, for each of the 60 random structures, the window starting at zero residual and the window above the largest residual, where both properties hold automatically; only the intermediate windows test the result. Thresholds placed at the residual levels also produced 593 sets that were not closed. Failure of closure is therefore not peculiar to the canting chosen above.

For practical use, the residual ladder should be reported together with the group. Suppose that the moment error is at most $\delta$, that all residuals accepted in a window are at most $2\delta$, and that the next residual is well above $2\delta$. By (7), every rejected operation is then truly broken, and an accepted one can be broken only by a distortion with $r_0\le4\delta$. If even one accepted residual exceeds $2\delta$, symmetrisation removes a real distortion, however wide the window is. If several windows are plausible, each describes a different symmetrised structure, and more accurate moments are needed to choose between them. Taking the group generated by a non-closed set is not an equivalent cure: repeated products can have residuals well above the original tolerance, so the bound in (6) by $\varepsilon$ is lost.

## Computed values

```
rutile model: a = 9.0 bohr, c = 6.0 bohr, u = 0.3
moment along z = 2.00 muB, canting along x = 0.05 muB
crystal operations = 16, signed candidates = 32
residuals of the canted state (muB):
  -x,-y,-z  unprimed: 0.00000
  x+1/2,-y+1/2,-z+1/2  unprimed: 0.00000
  -y+1/2,x+1/2,z+1/2  primed: 0.07071
  -x,-y,z  unprimed: 0.10000
  x,y,z  primed: 4.00125
residual levels (muB) and number of signed operations:
  0.00000: 4
  0.07071: 8
  0.10000: 4
  4.00000: 4
  4.00062: 8
  4.00125: 4
tolerance windows with a guaranteed group (muB):
  0.00000 <= eps < 0.03536: type I, |M| = 4
  0.10000 <= eps < 2.00000: type III, |M| = 16
  4.00125 <= eps < inf: type II, |M| = 32
canted state at three tolerances:
  eps = 0.03 muB: 4 accepted, type I
  eps = 0.08 muB: 12 accepted, not a group
  eps = 0.15 muB: 16 accepted, type III
operations accepted at the tight tolerance:
  -x,-y,-z  unprimed
  -x+1/2,y+1/2,z+1/2  unprimed
  x+1/2,-y+1/2,-z+1/2  unprimed
  x,y,z  unprimed
symmetrised moments at the loose tolerance (muB):
  0.0000 0.0000 2.0000
  0.0000 0.0000 -2.0000
largest moment change = 0.0500 muB
mean accepted residual = 0.0604 muB
net moment of canted cell = 0.100 muB = 0.050 a.u.
allowed net components: tight 1, loose 0
noise window at delta = 0.01 muB: 0.0200 to 0.0507 muB
  delta = 0.01 muB: 0 wrong groups in 200 trials
  delta = 0.03 muB: 53 wrong groups in 200 trials
model: type, |M|, |F|, |D|, translations in F, in D
  cubic four-sublattice: I, 24, 24, 24, 1, 1
  rutile, zero moments: II, 32, 16, 16, 1, 1
  rutile, straight: III, 16, 16, 8, 1, 1
  simple cubic antiferro: IV, 32, 32, 16, 2, 1
oversized cell: 16 sites, 8 rotations kept
primitive magnetic cell: 2 sites, 16 rotations
random test: 209 gap cases closed, 593 other sets open
```
